# The isobaric semi-grand ensemble and mass factors in identity swaps

## What dimension and symmetry fix

Take $N$ classical atoms whose species may change while $N$ stays fixed. Atoms of one species are interchangeable, and fixed chemical-potential differences couple linearly to the numbers $N_i$. The species can therefore be weighted only by one factor per atom, $\prod_k w_{s_k}$, where $s_k$ is the species of atom $k$. A common factor in all $w_i$ changes no probability, so we may set $\sum_i w_i=1$.

An integral over $N$ positions has the dimension of volume to the power $N$. An extensive free energy must then enter as $(\beta F)^{-N}$, where $\beta=1/kT$ and $F$ is a pressure.

Momenta are treated similarly. Multiplying the three components of one momentum by $\lambda$ multiplies its volume element by $\lambda^3$. Keeping $p^2/2m$ unchanged when $m_i$ becomes $m_j$ requires $\lambda=(m_j/m_i)^{1/2}$, so the factor is $(m_j/m_i)^{3/2}$. It remains to identify $w_i$ and $F$, and to find where the mass factor enters.

## Assumptions and theorem

The nuclei are classical, the potential energy $U$ does not depend on momenta, and the total momentum is not constrained. Temperature $T$, pressure $P$, $N$ and the differences $\mu_i-\mu_1$ are given. Define

$$\Lambda_i=\frac{h}{\sqrt{2\pi m_ikT}},\qquad \beta\mu_i=\ln(\beta f_i\Lambda_i^3),\qquad F=\sum_i f_i,\qquad \xi_i=\frac{f_i}{F}.$$

Here $f_i$ is the fugacity and $\xi_i$ the fugacity fraction. The given differences fix the ratios $f_i/f_1$, hence all $\xi_i$; $F$ is a result.

**Theorem.** (a) With a constant reference volume $V_0$ and a sum over all identity strings $s=(s_1,\dots,s_N)$,

$$\Xi=\frac1{N!}\sum_s\int\frac{dV}{V_0}e^{-\beta PV}\int dr^N e^{-\beta U}\prod_k\xi_{s_k}=(\beta F)^{-N}$$

to leading order in $N$, that is, up to corrections to $\ln\Xi$ that are small compared with $N$.

(b) Choose an atom at random and a new species by a symmetric rule. A swap $i\to j$ with $p'=(m_j/m_i)^a p$ preserves the ensemble if it is accepted with probability $\min(1,w)$,

$$w=\left(\frac{m_j}{m_i}\right)^{3a}e^{\beta(\mu_j-\mu_i)-\beta\Delta U-\beta\Delta\mathcal K},$$

where $\mathcal K$ is kinetic energy. For $a=1/2$ the velocity is rescaled, $v'=\sqrt{m_i/m_j}\,v$, and $w=(\xi_j/\xi_i)e^{-\beta\Delta U}$.

## Lemma 1: from compositions to identities

Let $Z$ be the integral of $e^{-\beta U}$ over positions at fixed identities. For any one-atom factors $a_i$,

$$\sum_{\{N_i\}}\frac{\prod_i a_i^{N_i}}{\prod_iN_i!}Z(\{N_i\},V)=\frac1{N!}\sum_s\prod_ka_{s_k}Z_s(V).$$

*Proof.* Relabelling integration variables shows that $Z_s$ depends only on composition. Each composition occurs in $N!/\prod_iN_i!$ strings. Dividing by $N!$ gives the left side. ∎

## Proof of part (a)

One momentum integral is $h^{-3}\int d^3p\,e^{-\beta p^2/2m_i}=(2\pi m_ikT)^{3/2}/h^3=\Lambda_i^{-3}$. The isobaric partition function at fixed composition is therefore

$$\Delta=\int\frac{dV}{V_0}e^{-\beta PV}\frac{Z}{\prod_iN_i!\,\Lambda_i^{3N_i}},\qquad G=-kT\ln\Delta.$$

Letting the composition vary gives

$$\Upsilon=\sum_{\{N_i\}}e^{\beta\sum_i(\mu_i-\mu_1)N_i}\Delta .$$

For $c$ species there are at most $(N+1)^{c-1}$ terms. The sum lies between its largest term and that number times its largest term, so $\ln\Upsilon$ equals the logarithm of the largest term up to order $\ln N$. At the maximum, the derivatives of $G$ reproduce the prescribed differences. Since $G$ is extensive, $G=\sum_i\mu_iN_i$, and

$$-kT\ln\Upsilon=G-\sum_i(\mu_i-\mu_1)N_i=\mu_1\sum_iN_i=N\mu_1 .$$

Now apply Lemma 1 with $a_i=e^{\beta(\mu_i-\mu_1)}\Lambda_i^{-3}$. Because $e^{\beta\mu_i}=\beta f_i\Lambda_i^3$,

$$a_i=\frac{f_i\Lambda_i^3}{f_1\Lambda_1^3}\frac1{\Lambda_i^3}=\frac{\xi_i}{\xi_1\Lambda_1^3}.$$

The mass of species $i$ has cancelled. Each string has $N$ such factors, so $\Upsilon=(\xi_1\Lambda_1^3)^{-N}\Xi$. But $\Upsilon=e^{-\beta N\mu_1}=(\beta f_1\Lambda_1^3)^{-N}$. Hence $\Xi=(\beta f_1/\xi_1)^{-N}=(\beta F)^{-N}$. ∎

**Ideal gas.** Here $Z=V^N$ and the sum over strings gives $(\sum_i\xi_i)^N=1$. Thus $\Xi=1/[V_0(\beta P)^{N+1}]$, and $F\to P$ for large $N$. If $V_0=kT/P$ at the chosen state, $F=P$ even at finite $N$.

**Interchangeable species.** If $U$ does not depend on identities, each identity is drawn independently with probability $\xi_i$. The mole fractions are then $x_i=\xi_i$, and $F$ does not depend on $\xi$.

## Corollary: volume, composition and free energy

Differentiating $e^{-\beta PV}$ at fixed $\beta$, $\xi$ and $V_0$ gives $\partial\ln\Xi/\partial(\beta P)=-\langle V\rangle$. For a binary alloy the identity weight is $(1-\xi_2)^{N-N_2}\xi_2^{N_2}$, so

$$\frac{\partial\ln\Xi}{\partial\xi_2}=\frac{\langle N_2\rangle}{\xi_2}-\frac{N-\langle N_2\rangle}{1-\xi_2}=N\frac{x_2(1-\xi_2)-(1-x_2)\xi_2}{\xi_2(1-\xi_2)}=N\frac{x_2-\xi_2}{\xi_2(1-\xi_2)}.$$

With $\ln\Xi=-N\ln(\beta F)$,

$$\left(\frac{\partial\ln F}{\partial\xi_2}\right)_{T,P}=\frac{\xi_2-x_2}{\xi_2(1-\xi_2)}.$$

Measured compositions can thus be integrated from one pure phase to the other. The path may change from one thermodynamic branch to another only at coexistence, where both have the same $F$. A jump elsewhere, as in hysteresis, makes the integral wrong.

Two phases at the same $T$ and $P$ coexist when every $\mu_i$ is equal in both. At the same $T$ the $\Lambda_i$ are equal too, so the phases share all $f_i$, hence all $\xi_i$ and $F$. At given $T,P,\xi$, the branch with the smaller $F$ has the larger $\Xi$ and is stable. Classical coexistence does not depend on the masses, provided both phases use the same convention for $\mu$.

## Lemma 2: the Jacobian in a swap

*Proof of part (b).* In the full phase space the density is

$$\rho\propto\exp\Big[-\beta U-\beta\mathcal K-\beta PV+\beta\sum_k\mu_{s_k}\Big].$$

No $\Lambda_i$ appears, because the momenta have not been integrated out. Put $\lambda=(m_j/m_i)^a$. The map $p'=\lambda p$ has $d^3p'=\lambda^3d^3p$, and the reverse swap applies its inverse. Detailed balance requires

$$\rho(i,p)\,d^3p\,\alpha_{i\to j}=\rho(j,p')\,d^3p'\,\alpha_{j\to i},$$

so $\alpha_{i\to j}/\alpha_{j\to i}=\lambda^3\rho(j,p')/\rho(i,p)=w$. The reverse weight is $1/w$, and $\min(1,w)=w\min(1,1/w)$ satisfies the condition. The kinetic energy changes by

$$\Delta\mathcal K=\frac{p^2}{2}\left(\frac{\lambda^2}{m_j}-\frac1{m_i}\right)=\frac{p^2}{2m_i}\left[\left(\frac{m_j}{m_i}\right)^{2a-1}-1\right],$$

which vanishes for $a=1/2$. Finally $\Lambda_j^3/\Lambda_i^3=(m_i/m_j)^{3/2}$ gives

$$\left(\frac{m_j}{m_i}\right)^{3/2}e^{\beta(\mu_j-\mu_i)}=\left(\frac{m_j}{m_i}\right)^{3/2}\frac{f_j\Lambda_j^3}{f_i\Lambda_i^3}=\frac{\xi_j}{\xi_i}.\qquad∎$$

The mass factor is thus already contained in $\xi_j/\xi_i$. It must be written separately when $\mu_j-\mu_i$ is the input, and must not be applied twice.

**Other choices.** Keeping the momentum is $a=0$: there is no mass prefactor, but $\Delta\mathcal K$ must be included. Keeping the velocity is $a=1$: the prefactor is $(m_j/m_i)^3$, again with $\Delta\mathcal K$. One may instead draw $p'$ from the Maxwell density $\phi_j(p')=(2\pi m_jkT)^{-3/2}e^{-\beta p'^2/2m_j}$. The proposal ratio $\phi_i(p)/\phi_j(p')$ equals $(m_j/m_i)^{3/2}e^{\beta\Delta\mathcal K}$. It cancels the kinetic term and leaves the acceptance of velocity rescaling.

**Alternation with dynamics.** Steps that each preserve $\rho$ also preserve it in sequence. Hamiltonian motion at fixed $V$ and $s$ conserves energy and phase-space volume, so it preserves $\rho$. A finite time step violates energy conservation; for a reversible, volume-preserving integrator, a Metropolis test on the energy error, with momenta reversed on rejection, restores the invariance. Random momentum refreshment supplies the thermostat.

In a volume move the positions are scaled at fixed momenta. The position element gives $V^N$ and $dV=V\,d\ln V$ gives one more power. A move uniform in $\ln V$ therefore has weight $e^{-\beta\Delta U-\beta P\Delta V}(V'/V)^{N+1}$.

Invariance does not ensure that all states are reached; the moves must also connect them. Conservation of total momentum during a trajectory is harmless, since $\rho$ is still preserved. If instead the ensemble constrains the total momentum to a prescribed value, rescaling one atom breaks that constraint, and part (b) does not apply as stated.

## Lemma 3: rescaling accepts most

For fixed positions and identities, average over the Maxwell distribution of species $i$. Substituting $p'=\lambda p$,

$$\left\langle\lambda^3e^{-\beta\Delta\mathcal K}\right\rangle_i=\frac{\int d^3p\,\lambda^3e^{-\beta\lambda^2p^2/2m_j}}{(2\pi m_ikT)^{3/2}}=\frac{(2\pi m_jkT)^{3/2}}{(2\pi m_ikT)^{3/2}}=\left(\frac{m_j}{m_i}\right)^{3/2}.$$

The mean of $w$ is thus the same for every $a$. Since $\min(1,w)$ is concave, $\langle\min(1,w)\rangle\le\min(1,\langle w\rangle)$. For $a=1/2$, $w$ does not depend on $p$ and equality holds. ∎

## Two incorrect combinations

Suppose velocities are rescaled but the mass factor is omitted while true chemical potentials are supplied. The acceptance then contains $(\xi_j/\xi_i)(m_i/m_j)^{3/2}$. This is a valid simulation of another alloy state, with fractions proportional to $\xi_im_i^{-3/2}$.

Suppose instead that $v$ is kept while the configurational rule $\min[1,(\xi_j/\xi_i)e^{-\beta\Delta U}]$ is used. With $r=m_j/m_i$, the swap $i\to j$ changes the mean kinetic energy by $\tfrac32kT(r-1)$. If the velocity re-equilibrates at $T$ before the return swap, that swap adds $\tfrac32kT(1/r-1)$. The sum is

$$\tfrac32kT\left(r+\frac1r-2\right)=\tfrac32kT\frac{(r-1)^2}{r}>0\qquad(r\ne1).$$

An immediate return restores the original kinetic energy of that atom. Without velocity exchange the heating is therefore bounded, but it is not zero. For interchangeable species that start in equilibrium, swaps alone bring the mean kinetic temperature to $\langle m\rangle\langle1/m\rangle\,T$, with averages over the mole fractions, because the new identities become independent of the retained velocities. Heating that continues with every round trip requires velocity exchange between swaps, which dynamics and a thermostat provide.

## A solvable off-lattice alloy

Let the cell have fixed area $A$ and variable length $L$, so $V=AL$. Axial neighbours interact through Lennard-Jones functions $u_{ab}$ of their axial gap; transverse motion is free, and momenta have three components. Put $\theta=\beta PA$, $D=\mathrm{diag}(\xi_1,\xi_2)$ and

$$K_{ab}=\int_0^\infty dr\,e^{-\beta u_{ab}(r)-\theta r},\qquad K'_{ab}=\int_0^\infty dr\,r\,e^{-\beta u_{ab}(r)-\theta r}.$$

Transverse integrals give $A^N$, and $dV=A\,dL$. On the periodic axis one atom can be placed anywhere, giving a factor $L$, and the others have $(N-1)!$ cyclic orders. Since $L$ is the sum of the $N$ gaps, it inserts $r$ into each gap in turn. After summation over identities these $N$ terms are equal. As $(N-1)!\,N/N!=1$,

$$\Xi=\frac{A^{N+1}}{V_0}\mathrm{Tr}\left[(KD)^{N-1}K'D\right].$$

For large $N$ the largest eigenvalue $\lambda_0$ of $KD$ dominates, and $\beta F=1/(A\lambda_0)$.

Because all elements of $KD$ are positive for $0<\xi_2<1$, $\lambda_0$ is a single smooth branch. This chain has no phase transition, so it tests the ensemble and the swap rules but not the statements on coexistence, and it does not represent a real alloy. The parameters are round model values in Hartree atomic units: $kT=0.004\,E_h$ (1263 K), $P=10^{-4}\,E_h/a_0^3$ (2.94 GPa), $A=25\,a_0^2$, and masses 50000 and 125000 $m_e$. The gap integrals are $K_{11}=0.41544$, $K_{12}=0.46733$ and $K_{22}=0.23872\,a_0$.

Choose $\xi_2=0.6$. The symmetric matrix $S=D^{1/2}KD^{1/2}$ has the eigenvalues of $KD$. Its elements are $S_{11}=0.4K_{11}=0.1662$, $S_{22}=0.6K_{22}=0.1432$ and $S_{12}=\sqrt{0.24}\,K_{12}=0.2289\,a_0$. Half the diagonal difference is $0.0115$, so

$$\lambda_0=0.1547+\sqrt{0.0115^2+0.2289^2}=0.3839\,a_0,\qquad F=\frac{0.004}{25\times0.3839}=4.17\times10^{-4}\,E_h/a_0^3.$$

Treating the $\xi_i$ as independent, $x_i=\partial\ln\lambda_0/\partial\ln\xi_i$. Since $S_{ab}\propto\sqrt{\xi_a\xi_b}$, this derivative is the squared component $v_i^2$ of the normalized top eigenvector. Thus $x_2=\tfrac12(1-0.0115/0.2292)=0.475$.

In the dilute limit, replacing one atom 1 by atom 2 changes two 1–1 gaps into 1–2 gaps. Hence $x_2/\xi_2\to(K_{12}/K_{11})^2=1.27$, and $F$ initially falls as $\xi_2$ rises. Between the pure phases it rises overall: $\ln(F_2/F_1)=\ln(K_{11}/K_{22})=0.554$, the value also obtained by integrating the composition.

An independent check uses canonical chemical potentials, found by adding and removing atoms at $x_2=0.4$. Their largest deviation from the semi-grand $\beta\mu_i$ falls from 0.011 at $N=50$ to 0.003 at $N=200$, consistent with a $1/N$ correction.

## Reading the simulations

For $\xi_2=0.6$ and $m_2/m_1=2.5$, the required difference is

$$\mu_2-\mu_1=kT\left[\ln1.5-\tfrac32\ln2.5\right]=0.001622-0.005498=-0.003876\,E_h.$$

For six atoms the model gives $x_2=0.4768$ and $V/N=153.74\,a_0^3$. Swaps alternated with Metropolis-corrected dynamics and velocity rescaling give $0.4762\pm0.0004$ and $153.66\pm0.08\,a_0^3$, where errors are one standard error. The other three valid choices also passed the test, which allowed 4.5 standard errors for composition, volume and kinetic temperature. The fixed-momentum run lies about three standard errors low in both $x_2$ and volume. This run alone does not separate a rare fluctuation from a small residual bias; the relative difference in $x_2$ is 0.3%.

Rescaling accepts 69% of swaps, against 51% for fixed momentum or fixed velocity with $\Delta\mathcal K$ included, in the order required by Lemma 3.

Without the mass factor, the odds $\xi_2/\xi_1=1.5$ become $1.5/3.953=0.379$, so the effective $\xi_2$ is 0.275. The predicted composition is 0.2556, and the simulation gives $0.2546\pm0.0004$. Its kinetic temperature is correct, so a temperature check does not reveal this error.

With velocity kept and $\Delta\mathcal K$ ignored, the round-trip heat would be $1.5\times1.5^2/2.5=1.35\,kT$ if velocities re-equilibrated fully between swaps. The simulated kinetic temperature, recorded after the swaps of each sweep, is 16% above $T$, and $V/N$ rises to $154.54\pm0.08\,a_0^3$. The composition, $0.4784\pm0.0004$, changes little. The 16% belongs to this swap rate, thermostat and point of measurement. The refreshment step keeps a fraction $0.7^2=0.49$ of the excess, so the dynamics starts only about 8% above $T$. The thermostat removes $0.51\times0.161\times\tfrac32\times6=0.74\,kT$ per sweep, while $3\times0.691=2.07$ swaps are accepted. The heat per pair of accepted swaps is therefore about $0.7\,kT$, below $1.35\,kT$ because re-equilibration is partial. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
kT = 0.004 Eh, T = 1263.1 K
P = 1.0e-04 Eh/a0^3 = 2.942 GPa
area A = 25.0 a0^2, theta = beta P A = 0.6250 1/a0
masses m1, m2 = 50000, 125000 m_e; m2/m1 = 2.50
LJ epsilon 11, 12, 22 = 0.01 0.011 0.008 Eh
LJ sigma 11, 12, 22 = 5.0 5.15 5.3 a0
thermal wavelengths 1, 2 = 0.17725, 0.11210 a0
mass factor (m2/m1)^(3/2) = 3.9528
mass term 1.5 kT ln(m2/m1) = 0.005498 Eh
input xi2 = 0.6, mu2 - mu1 = -0.003876 Eh
gap integrals K11, K12, K22 = 0.41544, 0.46733, 0.23872 a0
N=5 log sum (common A, V0 factors dropped): labelled 27.56079349, fugacity form 27.56079349
ideal gas F/P by quadrature = 1.00000000
N=6 slope d ln Xi/d xi2: difference -3.081186, formula -3.081186
x2 = 0.4 for large N needs xi2 = 0.48929
there beta mu1, beta mu2 = -8.1725, -9.5897
largest error of canonical beta mu: N=50 0.01089, N=200 0.00284
ln F(pure 2)/F(pure 1): integral 0.554067, pure 0.554067
large N: xi2, x2, F in Eh/a0^3
  0.1  0.1098  3.78136e-04
  0.3  0.2722  3.79341e-04
  0.5  0.4071  3.98661e-04
  0.6  0.4750  4.16739e-04
  0.7  0.5493  4.43123e-04
  0.9  0.7629  5.46058e-04
heat per round trip, kT: v kept 1.3500, p kept 1.3500
simulation: N = 6, replicas 1000, sweeps 450, burn-in 100
MD: time step 200.0 a.u., 6 steps per sweep, momentum memory 0.7
exact N=6: x2 = 0.47675, V/N = 153.739 a0^3
predicted without mass factor: xi2 = 0.27509, x2 = 0.25555, V/N = 151.806 a0^3
runs: x2 (error), V/N in a0^3 (error), Tkin/T (error), swap and MD acceptance
  velocity rescaled: 0.4762 (0.0004), 153.66 (0.08), 1.0001 (0.0009), 0.689, 0.992
  momentum kept, dK in rule: 0.4751 (0.0005), 153.51 (0.07), 1.0005 (0.0009), 0.509, 0.992
  velocity kept, dK in rule: 0.4768 (0.0005), 153.78 (0.08), 0.9999 (0.0009), 0.510, 0.992
  momentum redrawn: 0.4769 (0.0004), 153.73 (0.09), 0.9987 (0.0008), 0.688, 0.992
  rescaled, mass factor omitted: 0.2546 (0.0004), 151.79 (0.08), 1.0005 (0.0010), 0.511, 0.991
  velocity kept, dK ignored: 0.4784 (0.0004), 154.54 (0.08), 1.1610 (0.0012), 0.691, 0.992
```
